# Choosing Field and Mesh for Berry-Phase Permittivity of an Insulator

## What the field setting is compared with

A finite-field calculation has two linked settings: the field $E$ and the number $N$ of k-points along it. For a period $a$, the string of k-points represents a ring of length $L=Na$. In atomic units $EL$ is an energy, and an insulator offers its gap for comparison. The field at which the insulating minimum disappears must therefore have the form

$$E_c=\frac{2\pi\lambda_c}{Na},$$

where $\lambda_c$ is an energy fixed by the bands and, possibly, by $N$. Dimensions cannot supply its value. The analysis below gives $\lambda_c\to E_{\rm gap}$ on a fine mesh, where $E_{\rm gap}$ is the smallest direct gap. The potential drop $E_cL$ thus tends to $2\pi E_{\rm gap}$.

The permittivity needs the slope of the dipole $p$ per cell of volume $\Omega$:

$$\epsilon=1+\frac{4\pi}{\Omega}\left.\frac{dp}{dE}\right|_{E=0}.$$

Here $E$ is the total macroscopic field and the nuclei are fixed. The electrons are independent, so local-field and exchange-correlation responses are left out.

## The functional

The model is a chain with orbitals at $0$ and $a/2$, levels $+\Delta$ and $-\Delta$, neighbour hopping $t$, and two electrons per cell. Parallel chains fill space without hopping between them. At $k_j=2\pi j/(Na)$,

$$H_j=\begin{pmatrix}\Delta&h_j\\h_j&-\Delta\end{pmatrix},\qquad h_j=2t\cos\frac{k_ja}{2}.$$

The energies are $\pm\varepsilon_j$, with $\varepsilon_j=\sqrt{\Delta^2+h_j^2}$.

The electron position follows from the Wannier function $w(x)=(a/2\pi)\int dk\,e^{ikx}u_k(x)$. Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts over the periodic zone gives

$$\bar x=\frac{a}{2\pi}\int dk\,\langle u_k|i\partial_ku_k\rangle .$$

For neighbouring normalized states, $\ln\langle u_j|u_{j+1}\rangle\simeq\Delta k\langle u|\partial_ku\rangle=-i\Delta k\langle u|i\partial_ku\rangle$, where $\Delta k=2\pi/(Na)$. The mesh version is therefore

$$\bar x=-\frac{a}{2\pi}\,{\rm Im}\sum_j\ln\langle u_j|u_{j+1}\rangle .$$

An electron has charge $-1$, so its field energy is $+E\bar x$ and $p=-2\bar x$. With $\lambda=NaE/2\pi$, the functional $F$ per cell and spin obeys

$$NF=\sum_j\langle u_j|H_j|u_j\rangle-\lambda\,{\rm Im}\sum_j\ln\langle u_j|u_{j+1}\rangle .$$

The field enters through $\lambda$ alone, as the dimensional argument requires.

Let $\tan\theta_j=h_j/\Delta$. The zero-field valence and conduction vectors are

$$v_j=\left(-\sin\tfrac{\theta_j}{2},\cos\tfrac{\theta_j}{2}\right),\qquad c_j=\left(\cos\tfrac{\theta_j}{2},\sin\tfrac{\theta_j}{2}\right).$$

Write the occupied state as $v_j+z_jc_j$, up to a positive normalization that does not affect a phase. With $\tau_j=\tan[(\theta_{j+1}-\theta_j)/2]$, the overlap divided by its zero-field value is

$$\sigma_j=1+\bar z_jz_{j+1}+\tau_j(z_{j+1}-\bar z_j),$$

because $v_j\cdot v_{j+1}=c_j\cdot c_{j+1}=\cos[(\theta_{j+1}-\theta_j)/2]$ and $v_j\cdot c_{j+1}=-c_j\cdot v_{j+1}=\sin[(\theta_{j+1}-\theta_j)/2]$.

The closing link uses $u_{k+G}=e^{-iGx}u_k$ with $G=2\pi/a$, which multiplies the two orbital components by $1$ and $-1$. Compared with vectors continued smoothly in $k$, this reverses $v$ but not $c$. Hence $z_{j+N}=-z_j$, and the reversed $v$ adds a constant phase $\pi$. Dropping constants,

$$NF=\sum_j\varepsilon_j\frac{|z_j|^2-1}{1+|z_j|^2}-\lambda\,{\rm Im}\sum_j\ln\sigma_j .$$

The phase of each $\sigma_j$ is followed continuously from zero field. Using ${\rm Im}\ln\sigma=(\ln\sigma-\ln\bar\sigma)/2i$, differentiation with respect to $\bar z_j$ gives the stationarity condition

$$\frac{2\varepsilon_jz_j}{(1+|z_j|^2)^2}+\frac{i\lambda}{2}\left[\frac{z_{j+1}-\tau_j}{\sigma_j}-\frac{z_{j-1}+\tau_{j-1}}{\bar\sigma_{j-1}}\right]=0 .$$

## Permittivity on a finite mesh

At first order in the field, $\sigma_j$ in the denominators becomes 1 and the $z_{j\pm1}$ inside the bracket drop out, since they are already multiplied by $\lambda$. Thus

$$z_j=\frac{i\lambda(\tau_j+\tau_{j-1})}{4\varepsilon_j}=\frac{iEb_j}{2\varepsilon_j},\qquad b_j=\frac{Na}{4\pi}(\tau_j+\tau_{j-1}).$$

The induced dipole is $p=(a/\pi)\,{\rm Im}\sum_j\ln\sigma_j$. To first order ${\rm Im}\ln\sigma_j=\tau_j({\rm Im}\,z_{j+1}+{\rm Im}\,z_j)$. Collecting the two terms that contain each $z_j$,

$$p=\frac a\pi\sum_j(\tau_j+\tau_{j-1})\,{\rm Im}\,z_j
=\frac a\pi\,\frac{4\pi}{Na}\sum_jb_j\frac{Eb_j}{2\varepsilon_j},$$

$$\frac{dp}{dE}=\frac4N\sum_j\frac{b_j^2}{2\varepsilon_j}.$$

On a fine mesh $\tau_j+\tau_{j-1}=\theta'\Delta k+O(\Delta k^3)$: the even powers cancel between the two sides. Hence $b_j=\theta'/2+O(N^{-2})$. Since $\theta'=\Delta h'/(\Delta^2+h^2)=-ta\Delta\sin(ka/2)/\varepsilon^2$, the continuum slope is the zone average

$$\frac{dp}{dE}=\left\langle\frac{t^2a^2\Delta^2\sin^2(ka/2)}{2\varepsilon_k^5}\right\rangle_k ,$$

approached with an error proportional to $1/N^2$.

## When the minimum is lost

Let $u_j$ be the normalized stationary state in the field and $w_j$ its orthogonal partner. Vary $u_j\to u_j+c_jw_j$, where $c_j$ now denotes a small complex number. The linear terms cancel by stationarity. After normalization the energy contributes $g_j|c_j|^2$, with $g_j=\langle w_j|H_j|w_j\rangle-\langle u_j|H_j|u_j\rangle$.

For the phase, set $S_j=\langle u_j|u_{j+1}\rangle$, $\alpha_j=\langle w_j|u_{j+1}\rangle/S_j$ and $\beta_j=\langle u_j|w_{j+1}\rangle/S_j$. Expanding the logarithm to second order gives

$$\delta^2(NF)=\sum_jg_j|c_j|^2-\lambda\,{\rm Im}\sum_j\left[D_j\bar c_jc_{j+1}-\tfrac12\alpha_j^2\bar c_j^2-\tfrac12\beta_j^2c_{j+1}^2\right],$$

$$D_j=\frac{\langle w_j|w_{j+1}\rangle}{S_j}-\alpha_j\beta_j=\frac{\det M_j}{S_j^2}.$$

$M_j$ is the $2\times2$ overlap matrix between the bases $(u_j,w_j)$ and $(u_{j+1},w_{j+1})$. Both span the same space, so $|\det M_j|=1$ and $|D_j|=1/|S_j|^2$. The gap resists the variation and the field couples neighbouring k-points. While this form is positive definite and no overlap vanishes, the implicit function theorem continues the minimum to a slightly larger field. The limit is reached when the lowest eigenvalue becomes zero.

**Atomic limit.** For $t=0$, $z_j=0$ is stationary at every field, and the form is $\sum_j(2\Delta|z_j|^2-\lambda\,{\rm Im}\,\bar z_jz_{j+1})$. Its modes are $z_j\propto e^{iqj}$. The condition $z_{j+N}=-z_j$ requires $q=(2m+1)\pi/N$, so

$$\lambda_c=\frac{2\Delta}{\max_m\sin[(2m+1)\pi/N]} .$$

A factor $e^{ikX}$ in $z$ places the admixed conduction orbital at a distance $X$ from the valence orbital, with $q=2\pi X/L$; the allowed $q$ make $X$ an odd multiple of $a/2$, as the orbital positions require. The field energy gained is $\lambda\sin q=(EL/2\pi)\sin(2\pi X/L)$. This equals $EX$ for short distances but never exceeds $EL/2\pi$, reached at a quarter of the ring. That is the origin of the $2\pi$.

**Fine mesh with dispersion.** Near the threshold $\lambda$ is of order the gap, so $E$, $z_j$, $\alpha_j$ and $\beta_j$ are $O(1/N)$. Then $g_j$ differs from the zero-field gap, and $|D_j|$ from 1, by $O(1/N^2)$. The phases of $w_j$ can be chosen to make $D_j$ positive on every link but one, placed far from the gap minimum.

Set $c_j=i^j\varphi_j$ with $\varphi_j$ smooth. The terms in $\bar c_j^2$ and $c_{j+1}^2$ then alternate in sign and cancel at this order, while

$${\rm Im}\,\bar c_jc_{j+1}={\rm Re}\,\bar\varphi_j\varphi_{j+1}=\tfrac12\left(|\varphi_j|^2+|\varphi_{j+1}|^2-|\varphi_{j+1}-\varphi_j|^2\right).$$

Count $j$ from a single quadratic gap minimum of curvature $g''$. The form becomes

$$\sum_j\left[\left(E_{\rm gap}-\lambda+\tfrac12\kappa j^2\right)|\varphi_j|^2+\tfrac\lambda2|\varphi_{j+1}-\varphi_j|^2\right],\qquad\kappa=g''\Delta k^2 .$$

This is an oscillator. Inserting $\varphi=e^{-j^2/2\sigma^2}$ into $-\frac\lambda2\varphi''+\frac12\kappa j^2\varphi=\mu\varphi$ gives $\sigma^4=\lambda/\kappa$ and $\mu=\lambda/2\sigma^2=\frac12\sqrt{\lambda\kappa}$. The width $\sigma$ grows as $\sqrt N$, which justifies the smooth envelope. Setting the lowest eigenvalue to zero, and replacing $\lambda$ by $E_{\rm gap}$ inside the small term,

$$\lambda_c=E_{\rm gap}+\frac{\pi}{Na}\sqrt{E_{\rm gap}g''}+O(N^{-2}).$$

In the model, at $k=\pi/a+q$ the gap is $2\sqrt{\Delta^2+4t^2\sin^2(qa/2)}\simeq2\Delta+t^2a^2q^2/\Delta$. Thus $g''=2t^2a^2/\Delta$, $\sqrt{E_{\rm gap}g''}=2ta$, and

$$\lambda_c=2\Delta+\frac{2\pi t}{N}+O(N^{-2}).$$

## What remains beyond the limit

The minimum is lost, but a stationary point can remain nearby. The smooth form depends on $|\varphi_j|^2$ and $|\varphi_{j+1}-\varphi_j|^2$, so the real and imaginary parts of $\varphi$ soften together. Raising the field drives $z_j$ smoothly in $j$, whereas the soft mode turns by a quarter cycle per point. For a constant drive their overlap would carry the factor $e^{-\pi^2\sigma^2/8}$. The actual drive varies along the string, so the true overlap is much larger than this factor, but it still falls rapidly with $N$ and is small on a fine mesh. Just above $E_c$ there is then a saddle with two downward directions, very close to the lost minimum. The coupling is small but not zero, so in a very narrow range of field at $E_c$ itself the minimum can still merge with another stationary point. On a coarse mesh the suppression is much weaker, and the minimum may vanish without leaving a saddle nearby; the calculations here do not classify those cases.

The flat-gap case shows why a minimizer runs away. For $t=0$ and a mesh that admits the quarter turn, put $z_j=i^j\sqrt r$, so that $\sigma_j=1+ir$. Relative to $r=0$,

$$F(r)-F(0)=\frac{2\Delta r}{1+r}-\lambda\arctan r=(2\Delta-\lambda)r-2\Delta r^2+\dots$$

At $\lambda=2\Delta$ the derivative is $2\Delta[(1+r)^{-2}-(1+r^2)^{-1}]$, negative for all $r>0$, so this path offers no new minimum nearby. Just below the limit, the quadratic expression has its maximum at $r=(2\Delta-\lambda)/4\Delta$, with height $(2\Delta-\lambda)^2/8\Delta$. The barrier along this path closes quadratically, so a large optimization step can escape before $E_c$ is reached.

## Worked example

Take $\Delta=2$ eV, $t=1$ eV, $a=4$ Å and a cross-section of 16 Å$^2$, so $\Omega=64$ Å$^3$ and $E_{\rm gap}=4$ eV. These are round model parameters. The continuum slope is 0.329794 $e^2$Å$^2$/eV, which gives $\epsilon=1.93245$. Open chains in a real-space linear potential, with end effects removed by subtracting two lengths, give 0.329795 in the same unit.

For each mesh the stationary equations were solved by Newton's method, starting from zero field. A step in field was accepted if the solution stayed close to the previous one and its Hessian was positive definite; otherwise the step was halved.

| $N$ | $\epsilon$ | $E_c$ (V/Å) | two-term $E_c$ (V/Å) | $E_cL/E_{\rm gap}$ |
|---:|---:|---:|---:|---:|
| 8 | 1.8865 | 0.7014 | 0.9396 | 5.61 |
| 24 | 1.9271 | 0.2731 | 0.2789 | 6.55 |
| 48 | 1.9311 | 0.1347 | 0.1352 | 6.47 |
| 96 | 1.9321 | 0.0665 | 0.0665 | 6.38 |

At $N=24$ the two-term estimate is $\lambda_c=4+2\pi/24=4.262$ eV, hence $E_c=2\pi(4.262)/(24\times4)=0.279$ V/Å. This is 2% above the computed 0.273 V/Å, or 0.00531 atomic units. At $N=8$ the estimate is 34% too high relative to the computed value, so the expansion is not usable there. The last column first rises with $N$ and then falls towards $2\pi=6.28$.

The first mesh correction was tested by extrapolating $N(\lambda_c-E_{\rm gap})$ from the two finest meshes. The result is 6.293 eV against $2\pi t=6.283$ eV; for $t=0.6$ eV it is 3.768 against 3.770 eV. The atomic limit gives 4.330 eV for $N=8$ and 4.000 eV for $N=10$, as its formula requires.

At $N=48$ the lowest eigenvalue of the Hessian of $NF$ in the real variables $({\rm Re}\,z_j,{\rm Im}\,z_j)$, about twice that of the quadratic form above, changes from $0.163$ eV at $0.98E_c$ to $-0.162$ eV at $1.02E_c$, where a saddle with two negative directions is found. After a small random disturbance, descent returns to the solution below $E_c$. Above $E_c$ it leaves, but only after 818 steps.

## Choosing the settings

1. **Estimate the limit first.** Use $E_c\simeq2\pi E_{\rm gap}/L$, with the smallest direct gap of the Hamiltonian actually being solved, once the mesh is fine enough for the correction $\frac{\pi}{Na}\sqrt{E_{\rm gap}g''}$ to be small beside that gap and $N$ itself is large. The second condition matters for narrow bands, where the correction is small on any mesh, yet the atomic-limit formula gives $\lambda_c=\sqrt2\,E_{\rm gap}$ at $N=4$. Outside these conditions the estimate can lie well above or well below the true limit. On a coarse mesh, start from the simpler $E_{\rm gap}/L$ or below. In this example it lies more than a factor of five below $E_c$ on every mesh computed, but these meshes all contain the gap minimum and use one ratio of gap to hopping, so the same margin should not be assumed for other bands or meshes.

2. **Work well below it, with both signs of field.** Here inversion makes $p$ odd in $E$; in a crystal without inversion, the difference $[p(E)-p(-E)]/2E$ removes the even terms. At $N=24$ the apparent permittivity from $p/E$ is 1.9271 at $0.01E_c$, 1.9364 at $0.5E_c$ and 1.9651 at $0.95E_c$. Up to that point the curve gives no sharp warning of the limit on this mesh; the local slope $dp/dE$ rises steeply only in about the last two per cent below $E_c$. At $N=8$ the rise starts much earlier, and at $N=48$ much later, so a smooth curve is no proof that the limit is far away. The field must still be large enough for the induced dipole to exceed its convergence error $\delta p$, which enters the slope as $\delta p/E$.

3. **Separate field error from mesh error.** At $N=24$ the mesh lowers $\epsilon$ by 0.0053, while a field of $0.5E_c$ raises it by 0.0093. The opposite signs can produce accidental agreement at an intermediate field. Take the low-field limit on each mesh, then extrapolate in $1/N^2$. From $N=24$ and 48, $(4\times1.93111-1.92712)/3=1.93244$, against the continuum 1.93245.

4. **Lower the field when refining the mesh.** A fixed field of 0.10 V/Å is below the limit at $N=48$ and above it at $N=96$. Refinement at fixed field therefore ends in failure, even though the permittivity itself converges.

5. **Check that the result is a minimum.** A small residual does not distinguish a minimum from a saddle. Disturb the converged states without imposing symmetry and continue the minimization long enough for a slow instability to grow.

In a three-dimensional crystal of independent electrons, each string of k-points along the field has its own threshold, and the lowest one sets the limit. Self-consistent fields couple the strings and add terms to the Hessian. The formula then serves as a first estimate, to be checked by continuation in the field. The numerical output gives the remaining meshes and checks.

## Table of computed values

```
half level splitting DELTA = 2.0 eV, hopping t = 1.0 eV
period a = 4.0 angstrom, area = 16.0 angstrom^2
cell volume = 64.0 angstrom^3
minimum direct gap = 4.000 eV
maximum direct gap = 5.657 eV
polarizability, continuum = 0.329794 e^2 angstrom^2/eV
polarizability, open chains = 0.329795 e^2 angstrom^2/eV
permittivity, continuum = 1.93245 (no unit)
permittivity, open chains = 1.93245 (no unit)
mesh error ratio, N=48 over N=96 = 3.996 (no unit)
columns: N; finite-field permittivity; E_c in V/angstrom;
  two-term estimate of E_c in V/angstrom; e*E_c*N*a/gap
N= 8  1.88647  0.70143  0.93961  5.6114
N=12  1.91147  0.51464  0.59214  6.1757
N=16  1.92053  0.40219  0.43125  6.4350
N=24  1.92712  0.27308  0.27893  6.5540
N=32  1.92944  0.20408  0.20599  6.5305
N=48  1.93111  0.13469  0.13518  6.4652
N=96  1.93211  0.06646  0.06652  6.3802
large-N limit of e*E_c*N*a/gap = 6.2832 (no unit)
E_c at N=24 = 0.005311 atomic units
N=24, E/E_c=0.01: E=0.00273 V/angstrom, p=0.000895 e*angstrom, apparent eps=1.92712
N=24, E/E_c=0.50: E=0.13654 V/angstrom, p=0.045221 e*angstrom, apparent eps=1.93640
N=24, E/E_c=0.95: E=0.25943 V/angstrom, p=0.088550 e*angstrom, apparent eps=1.96505
atomic limit, N=8: N*a*e*E_c/(2*pi) = 4.32957 eV
atomic limit, N=10: N*a*e*E_c/(2*pi) = 4.00000 eV
t=1.0 eV: N*(lam_c-gap), extrapolated = 6.2925 eV
t=1.0 eV: predicted 2*pi*t = 6.2832 eV
t=0.6 eV: N*(lam_c-gap), extrapolated = 3.7677 eV
t=0.6 eV: predicted 2*pi*t = 3.7699 eV
N=48, 0.98 E_c: lowest Hessian eigenvalue = 0.1630 eV
N=48, 1.02 E_c: lowest Hessian eigenvalue = -0.1623 eV
N=48, 1.02 E_c: negative directions = 2
descent at 0.98 E_c: final distance = 2.8e-16 (no unit), steps = 6000
descent at 1.02 E_c: final distance = 0.53 (no unit), steps = 818
```
